# Breit exchange and the Hartree–Fock bandwidth of the electron gas

## Problem

A uniform, unpolarized electron gas on a rigid neutralizing background fills all positive-energy Dirac plane waves with momentum below $k_F$. The electrons interact through the Coulomb and Breit interactions. Let $\beta=k_F/c$. Find the exchange self-energy $\Sigma(k)$ of an electron with $k\le k_F$ through order $\beta^2$, and from it the change of the Hartree–Fock bandwidth

$$W=\varepsilon(k_F)-\varepsilon(0)$$

relative to its nonrelativistic value. Evaluate the change at $r_s=2$ and $r_s=1$.

Hartree atomic units are used, so $m=\hbar=e=1$ and $c$ is about 137.04. The rest energy $c^2$ is subtracted from $\varepsilon$, and density-independent vacuum terms are taken to be absorbed in the electron mass. For an occupied state $\mathbf q$ we write $\mathbf Q=\mathbf q-\mathbf k=Q\mathbf n$, with $\mathbf n$ a unit vector. In momentum space the interaction is

$$V(\mathbf Q)=\frac{4\pi}{Q^2}\left[1-\alpha_{1i}\alpha_{2j}P_{ij}\right],\qquad P_{ij}=\delta_{ij}-n_in_j ,$$

where $\alpha_i$ are Dirac matrices and repeated indices are summed. The second term is the Breit interaction.

## A tempting solution

**Coulomb exchange.** Exchange carries a minus sign. With $u_{\mathbf k}$ the normalized spinors,

$$\Sigma_C(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{Q^2}\sum_{s'}|u^\dagger_{\mathbf ks}u_{\mathbf qs'}|^2 .$$

After the integration, the self-energy acts on the two spin states of $\mathbf k$ as $a+b\,\boldsymbol\sigma\cdot\mathbf k$, by rotation symmetry. Parity forbids $b$, so we may average over $s$. The projector on positive energies is $\Lambda_{\mathbf q}=\frac12(1+h_{\mathbf q})$, where $h_{\mathbf q}=(c\,\boldsymbol\alpha\cdot\mathbf q+\gamma^0c^2)/E_q$ and $E_q=\sqrt{c^4+c^2q^2}$. The matrices $\alpha_i$ and $\gamma^0$ are traceless, anticommute with one another and square to one. The averaged overlap is therefore

$$\tfrac12\mathrm{Tr}[\Lambda_{\mathbf k}\Lambda_{\mathbf q}]
=\tfrac18\left(4+\mathrm{Tr}[h_{\mathbf k}h_{\mathbf q}]\right)
=\frac12\left[1+\frac{c^4+c^2\mathbf k\cdot\mathbf q}{E_kE_q}\right].$$

Since $c^4/(E_kE_q)=1-(k^2+q^2)/(2c^2)+O(c^{-4})$, the fraction equals

$$1+\frac{\mathbf k\cdot\mathbf q}{c^2}-\frac{k^2+q^2}{2c^2}=1-\frac{Q^2}{2c^2},$$

and the overlap is $1-Q^2/(4c^2)$. The correction cancels the $1/Q^2$ of the interaction. Using $\int_{q<k_F}d^3q/(2\pi)^3=k_F^3/(6\pi^2)$, we get

$$\Delta\Sigma_C=\frac{\pi}{c^2}\,\frac{k_F^3}{6\pi^2}=\frac{k_F^3}{6\pi c^2},$$

which is independent of $k$.

**Breit exchange.** The minus sign of exchange and the minus sign of the Breit term combine to a plus:

$$\Sigma_B(k)=+\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{Q^2}\sum_{s'}j_iP_{ij}j_j^*,\qquad j_i=u^\dagger_{\mathbf ks}\alpha_iu_{\mathbf qs'} .$$

To leading order, $u_{\mathbf k}=(\chi,\ \boldsymbol\sigma\cdot\mathbf k\,\chi/2c)$. The matrix $\alpha_i$ connects upper with lower components, and $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijl}\sigma_l$, so

$$j_i=\frac{1}{2c}\chi^\dagger\left[\sigma_i\,\boldsymbol\sigma\cdot\mathbf q+\boldsymbol\sigma\cdot\mathbf k\,\sigma_i\right]\chi'
=\frac{1}{2c}\chi^\dagger\left[(\mathbf k+\mathbf q)_i+i(\mathbf Q\times\boldsymbol\sigma)_i\right]\chi' .$$

The first term is the convection current and the second the current of the spin magnetization.

The argument now goes astray: "The gas is at rest. Occupied states come in pairs $\mathbf q$ and $-\mathbf q$, so the convection currents cancel, and the spin current alone remains." With $\mathbf Q$ along $z$, $\mathbf Q\times\boldsymbol\sigma=Q(-\sigma_y,\sigma_x,0)$. This is transverse, and its square is $2Q^2$. The spin current therefore contributes $2Q^2/(4c^2)=Q^2/(2c^2)$ to the sum over $s'$, and

$$\Sigma_B^{\rm spin}=\frac{2\pi}{c^2}\,\frac{k_F^3}{6\pi^2}=\frac{k_F^3}{3\pi c^2},$$

again a constant. The conclusion would be that the relativistic correction to exchange shifts the band rigidly, so that $W$ departs from its nonrelativistic value through the kinetic energy alone. From $\sqrt{c^4+c^2k^2}-c^2=k^2/2-k^4/(8c^2)+\dots$ this gives

$$\Delta W\overset{?}{=}-\frac{k_F^4}{8c^2}.$$

## Where the fault lies

The Coulomb part and the spin part are correct. The cancellation of the convection current is not.

The pairing of $\mathbf q$ with $-\mathbf q$ belongs to the direct term. There each occupied electron enters through its own current, proportional to $\mathbf q$ and to the first power, and the sum over the Fermi sphere vanishes. Exchange contains instead the transition current between $\mathbf k$ and $\mathbf q$, multiplied by its complex conjugate. For the convection part this product is

$$\frac{1}{4c^2}(\mathbf k+\mathbf q)_iP_{ij}(\mathbf k+\mathbf q)_j\ \ge 0 .$$

Contributions that are never negative cannot cancel in pairs. They vanish together at $\mathbf k=0$, where $\mathbf q$ is parallel to $\mathbf n$, but not at $k_F$. The omitted term thus changes the bandwidth.

## Correct solution

**The missing integrand.** Let $\mathbf k_\perp$ be the part of $\mathbf k$ normal to $\mathbf n$. Because $\mathbf q=\mathbf k+Q\mathbf n$, the vectors $\mathbf q$ and $\mathbf k$ have the same normal part, and the transverse part of $(\mathbf k+\mathbf q)/2$ is $\mathbf k_\perp$. The cross term between convection and spin drops out of the spin average, since $\boldsymbol\sigma$ is traceless. Hence

$$\tfrac12\sum_{ss'}j_iP_{ij}j_j^*=\frac{1}{c^2}\left[k_\perp^2+\frac{Q^2}{2}\right].$$

**Coordinates centred on $\mathbf k$.** Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf n$, and $x=k/k_F$. Then $k_\perp^2=k^2(1-\mu^2)$ and $d^3q=Q^2\,dQ\,d\mu\,d\varphi$. The factor $Q^2$ removes the singularity, and the prefactor is $4\pi\cdot2\pi/(2\pi)^3=1/\pi$. Along each direction $Q$ runs from 0 to $R(\mu)$, where $|\mathbf k+R\mathbf n|=k_F$. The positive root of $R^2+2k\mu R+k^2-k_F^2=0$ is

$$R(\mu)=k_F\left[-x\mu+s(\mu)\right],\qquad s(\mu)=\sqrt{1-x^2+x^2\mu^2}.$$

The term odd in $\mu$ integrates to zero here and below. The nonrelativistic exchange energy is therefore

$$\Sigma_0(k)=-\frac1\pi\int_{-1}^{1}R\,d\mu=-\frac{k_F}{\pi}F(x),\qquad F(x)=\int_{-1}^{1}s\,d\mu .$$

With $a^2=1-x^2$, an antiderivative of $s$ is $\frac12\mu s+\frac{a^2}{2x}\,\mathrm{arsinh}(x\mu/a)$. Since $s(\pm1)=1$ and $\mathrm{arsinh}(x/a)=\ln[(1+x)/a]=\frac12\ln[(1+x)/(1-x)]$,

$$F(x)=1+\frac{1-x^2}{2x}\ln\frac{1+x}{1-x},\qquad F(0)=2,\quad F(1)=1 .$$

**The orbital term.** The convection part is

$$\Sigma_B^{\rm orb}=\frac{1}{\pi c^2}\int_{-1}^{1}k^2(1-\mu^2)R\,d\mu=\frac{k_F^3x^2}{\pi c^2}(F-G),\qquad G=\int_{-1}^{1}\mu^2s\,d\mu .$$

To find $G$, differentiate $\mu s^3$:

$$\frac{d}{d\mu}(\mu s^3)=s^3+3x^2\mu^2s=(1-x^2)s+4x^2\mu^2s .$$

Integration from $-1$ to $1$ gives $2=(1-x^2)F+4x^2G$. Then $4x^2(F-G)=4x^2F-2+(1-x^2)F$, and

$$\Sigma_B^{\rm orb}=\frac{k_F^3}{4\pi c^2}\left[(1+3x^2)F(x)-2\right].$$

At $x=0$ the bracket is $2-2=0$, and at $x=1$ it is $4-2=2$. Near the bottom, $F\simeq2-\frac23x^2$, so the bracket is $\frac{16}{3}x^2$ and the shift grows as $4k_Fk^2/(3\pi c^2)$. The shift is positive because exchange reverses the minus sign of the Breit term, while the transition current enters multiplied by its own conjugate. Even occupied states that move against $\mathbf k$ therefore do not lower the energy.

**The self-energy.** With $k_F^3/c^2=\beta^2k_F$, all terms add to

$$\Sigma=\frac{k_F}{\pi}\left\{-F+\beta^2\left[\frac16+\frac13-\frac12+\frac{(1+3x^2)F}{4}\right]\right\}.$$

The three constants cancel, leaving

$$\boxed{\Sigma(k)=-\frac{k_F}{\pi}F(x)\left[1-\frac{\beta^2}{4}(1+3x^2)\right]}$$

through order $\beta^2$.

**The bandwidth.** At the two ends, $\Sigma(k_F)=-(k_F/\pi)(1-\beta^2)$ and $\Sigma(0)=-(2k_F/\pi)(1-\beta^2/4)$. Their difference is $(k_F/\pi)(1+\beta^2/2)$. Adding the kinetic energy gives

$$W=\frac{k_F^2}{2}+\frac{k_F}{\pi}+\Delta W,\qquad
\boxed{\Delta W=\frac{k_F^3}{2\pi c^2}-\frac{k_F^4}{8c^2}}$$

The first term of $\Delta W$ comes from the convection current, the one the tempting solution dropped.

## What was neglected at this order

Retardation replaces $1/Q^2$ in the transverse interaction by $1/(Q^2-\omega^2/c^2)$, with $\omega=E_k-E_q\simeq(k^2-q^2)/2$. The relative correction is $\omega^2/(c^2Q^2)$. Here $\omega/Q\simeq-\frac12(\mathbf k+\mathbf q)\cdot\mathbf n$ stays finite as $Q\to0$, and the two currents already supply $1/c^2$, so the effect is of order $c^{-4}$.

The exchange field also mixes $u_{\mathbf k}$ with negative-energy spinors of the same momentum. The matrix element contains one small component and is of order $1/c$. Its square divided by the gap $2c^2$ is again of order $c^{-4}$. Diagonalization at $k=k_F=1$, with the occupied spinors kept free, confirms this: doubling $c$ from 10 to 20 reduces the shift by a factor 15.80, close to $2^4$. The occupied spinors mix in the same way, with an amplitude of order $(1/c)/(2c^2)\sim c^{-3}$. This admixture changes $\Sigma$ through a matrix element of order $1/c$, so self-consistency also enters only at order $c^{-4}$.

The $c^{-2}$ coefficients were also tested by integrating Dirac spinors over the Fermi sphere at $k_F=1$ and extrapolating in $1/c^2$. This was done for the Coulomb and Breit parts, and for the fully retarded interaction in Feynman gauge. The largest deviation from the formulas above is $3.4\times10^{-7}$ a.u.

## A check through the total energy

The exchange energy is a double sum over occupied states, so its average per electron is $\epsilon_x=\frac12\cdot3\int_0^1x^2\Sigma\,dx$. Two integrals are needed. Let $L=\frac12\ln[(1+x)/(1-x)]$, so that $L'=1/(1-x^2)$. Integrating by parts with the antiderivatives $-\frac14(1-x^2)^2$ and $-\frac1{12}(1-x^2)^2(1+2x^2)$, whose boundary terms vanish,

$$\int_0^1x^2F\,dx=\frac13+\int_0^1(x-x^3)L\,dx=\frac13+\frac14\int_0^1(1-x^2)\,dx=\frac12,$$

$$\int_0^1x^4F\,dx=\frac15+\int_0^1(x^3-x^5)L\,dx=\frac15+\frac1{12}\int_0^1(1-x^2)(1+2x^2)\,dx=\frac5{18}.$$

Therefore

$$\epsilon_x=-\frac{3k_F}{2\pi}\left[\frac12-\frac{\beta^2}{4}\left(\frac12+\frac56\right)\right]=-\frac{3k_F}{4\pi}\left(1-\frac23\beta^2\right).$$

Adding an electron at the Fermi surface must change the exchange energy by $\Sigma(k_F)$. With $n=k_F^3/(3\pi^2)$ and $dn=k_F^2\,dk_F/\pi^2$,

$$\frac{d(n\epsilon_x)}{dn}=-\frac{1}{4\pi^3}\,\frac{\pi^2}{k_F^2}\,\frac{d}{dk_F}\left(k_F^4-\frac{2k_F^6}{3c^2}\right)=-\frac{k_F}{\pi}(1-\beta^2),$$

as found above. This is a partial check of the integrals over the Fermi sphere: it compares one average over $x$ with the value at $x=1$. An error in $\Sigma$ equal to a constant times $k_F^3/c^2$ would pass, because such a term satisfies the relation by itself. The Coulomb, spin and orbital corrections each satisfy the relation on their own, so it would reveal neither a wrong prefactor of one of them nor an omitted term.

## Numbers and their reading

The density parameter fixes $k_F=(9\pi/4)^{1/3}/r_s$. At $r_s=2$, $k_F=0.9596$ and $\beta^2=4.903\times10^{-5}$. The nonrelativistic width is $0.4604+0.3054=0.7658$ hartree. The changes are

$$\frac{\beta^2k_F}{2\pi}=\frac{4.903\times10^{-5}\times0.9596}{6.283}=7.49\ \mu\text{hartree},$$

$$-\frac{\beta^2k_F^2}{8}=-\frac{4.903\times10^{-5}\times0.9208}{8}=-5.64\ \mu\text{hartree}.$$

Their sum, formed before rounding, is $+1.84$ μhartree, or 0.050 meV. The tempting solution gives $-5.64$ μhartree, which has the wrong sign. The self-energy itself rises by 7.49 μhartree at the bottom, entirely from the Coulomb correction and the spin current, and by 14.98 μhartree at $k_F$.

At $r_s=1$ the exchange change is 59.91 and the kinetic change $-90.30$ μhartree, so the band narrows by 30.39 μhartree, or 0.827 meV. The reversal follows from

$$\Delta W=\frac{k_F^3}{c^2}\left(\frac1{2\pi}-\frac{k_F}{8}\right),$$

which vanishes at $k_F=4/\pi=1.273$, that is, at $r_s=1.507$. The band widens at lower density and narrows at higher density. A calculation with static Breit exchange, all spinors kept free, and no expansion in $1/c$ gives 1.8444 instead of 1.8448 μhartree at $r_s=2$, and $-30.398$ instead of $-30.391$ μhartree at $r_s=1$. Measured against the exchange term $k_F^3/(2\pi c^2)$, these differences are about $5\times10^{-5}$ at $r_s=2$ and $1\times10^{-4}$ at $r_s=1$, of the order of $\beta^2$ ($4.9\times10^{-5}$ and $2.0\times10^{-4}$), as expected from the next order. Measured against $\Delta W$ itself, both are about $2\times10^{-4}$. At $r_s=2$ this is about four times $\beta^2$, because $\Delta W$ is there the small remainder of two terms of opposite sign. This comparison captures only part of the next order. Mixing with negative-energy spinors, self-consistency and retardation are also of order $c^{-4}$ and are absent from it. Self-consistent spinors alone move the two values to 1.8445 and $-30.397$ μhartree.

The expansion needs $\beta\ll1$ and fails as $r_s$ approaches 0.014, where $k_F=c$. The mean-field picture has its own limit. Near the Fermi surface $F\simeq1+(1-x)\ln[2/(1-x)]$, so the slope of $\Sigma$ diverges logarithmically. The relativistic factor multiplies this divergence by $1-\beta^2$ and does not remove it. The endpoint values, and hence $W$, stay finite. Correlation is left out altogether, so these small shifts are corrections to the Hartree–Fock bandwidth and not predictions for a measured one.

## Table of computed values

```
speed of light c = 137.0360 a.u.
largest deviation of 1/c^2 coefficients (kF=1) = 3.4e-07 a.u.
negative-energy mixing, ratio c=10 to c=20 = 15.80
--- model gas r_s = 2.0 bohr ---
kF = 0.95958 1/bohr
beta = 0.007002, beta^2 = 4.9033e-05
nonrel. kinetic width = 0.46040 hartree
nonrel. exchange width = 0.30544 hartree
nonrel. HF bandwidth = 0.76584 hartree
nonrel. Sigma(0) = -0.61089 hartree
nonrel. Sigma(kF) = -0.30544 hartree
Coulomb shift, any k = 2.4962 microhartree
Breit spin shift, any k = 4.9923 microhartree
x=0.0: Breit orbital = 0.0000, total shift = 7.4885 microhartree
x=0.5: Breit orbital = 4.4629, total shift = 11.9513 microhartree
x=1.0: Breit orbital = 7.4885, total shift = 14.9769 microhartree
exchange change of width = 7.4885 microhartree
kinetic change of width = -5.6437 microhartree
total change of width = 1.8448 microhartree
total change of width = 0.05020 meV
direct finite-c change = 1.8444 microhartree
--- model gas r_s = 1.0 bohr ---
kF = 1.91916 1/bohr
beta = 0.014005, beta^2 = 1.9613e-04
nonrel. kinetic width = 1.84158 hartree
nonrel. exchange width = 0.61089 hartree
nonrel. HF bandwidth = 2.45247 hartree
nonrel. Sigma(0) = -1.22177 hartree
nonrel. Sigma(kF) = -0.61089 hartree
Coulomb shift, any k = 19.9693 microhartree
Breit spin shift, any k = 39.9385 microhartree
x=0.0: Breit orbital = 0.0000, total shift = 59.9078 microhartree
x=0.5: Breit orbital = 35.7029, total shift = 95.6107 microhartree
x=1.0: Breit orbital = 59.9078, total shift = 119.8155 microhartree
exchange change of width = 59.9078 microhartree
kinetic change of width = -90.2992 microhartree
total change of width = -30.3914 microhartree
total change of width = -0.82699 meV
direct finite-c change = -30.3979 microhartree
--- cancellation of the total change ---
kF from formula 4/pi = 1.27324 1/bohr
kF from finite-c root = 1.27315 1/bohr
r_s at cancellation = 1.5073 bohr
```
